# Thermal Sommerfeld factor for carrier capture by a like-charged defect

## 1. Three energies and a compromise

A negatively charged defect repels an electron. To be captured, the electron must reach the defect core, and the repulsion reduces its density there by a factor $s$, the Sommerfeld factor. Part 3 shows that

$$s=\frac{2\pi\eta}{e^{2\pi\eta}-1},\qquad \eta=\sqrt{E_R/E},$$

where $E$ is the kinetic energy far away and $E_R$ is the effective Rydberg energy of the medium.

Take $kT=E_R$. A Maxwell gas weights the energy $E=xkT$ by $\sqrt x\,e^{-x}$, so the contribution to capture is proportional to $\sqrt x\,e^{-x}s$. Compare three energies:

- At $x=1$, $s=0.0118$ and the product is $0.0043$.
- At $x=2.145$, $s=0.060$ and the product is $0.0102$.
- At $x=4$, $s=0.142$ and the product is $0.0052$.

Slow electrons are plentiful but seldom reach the core. Fast ones reach it more easily but are rare. The middle value is $x=\pi^{2/3}$, the saddle point found below. As the gas cools, this compromise produces the exponential $\exp[-3(\pi^2E_R/kT)^{1/3}]$.

## 2. The model

The algebra uses atomic units ($\hbar=e=m_e=1$, energy in hartree). The carrier has an isotropic mass $m$. The defect has $Z$ charges of the carrier's own sign, in a medium of relative permittivity $\varepsilon$. The potential energy is $Z/(\varepsilon r)$, without screening by other carriers. Define

$$a=\frac{\varepsilon}{Zm},\qquad E_R=\frac{m}{2\varepsilon^2},\qquad E=\frac{k^2}{2m},\qquad \eta=\frac1{ka}=Z\sqrt{\frac{E_R}{E}} .$$

The last equality follows from $Z^2E_R/E=Z^2m^2/(\varepsilon^2k^2)=1/(ka)^2$.

Capture takes place in a core much smaller than $a$ and the carrier wavelength. Its rate is then proportional to $|\psi(0)|^2$, to which s waves alone contribute. Let $C_0$ be the capture coefficient of the same core without the Coulomb repulsion, taken as independent of carrier energy. Then

$$C(T)=C_0\langle s\rangle,$$

where the brackets denote the thermal mean. If the core process needs thermal activation of its own, through lattice vibrations for instance, that temperature dependence belongs to $C_0$.

## 3. Density at the core

Write the s wave as $u(r)/r$. The Schrödinger equation, multiplied by $-2m$, becomes

$$u''+k^2u-\frac{2\eta k}{r}u=0,\qquad u(0)=0,$$

since $2mZ/\varepsilon=2/a=2\eta k$. With $u=rw$ it reads

$$rw''+2w'+k^2rw-2\eta kw=0 .$$

A solution regular at the origin is

$$w(r)=\int_{-1}^{1}e^{ikry}\varphi(y)\,dy,\qquad \varphi=\left(\frac{1-y}{1+y}\right)^{i\eta}.$$

To verify it, insert it into the equation. The left side is

$$\int_{-1}^{1}\left[k^2r(1-y^2)+2iky-2\eta k\right]\varphi\,e^{ikry}\,dy .$$

In the first term use $k^2r\,e^{ikry}=-ik\,\partial_ye^{ikry}$ and integrate by parts. The boundary terms vanish because $|\varphi|=1$ and $1-y^2=0$ at the ends. Since $(1-y^2)\varphi'=-2i\eta\varphi$, the first term becomes

$$ik\int_{-1}^{1}(-2i\eta-2y)\varphi e^{ikry}dy=\int_{-1}^{1}(2\eta k-2iky)\varphi e^{ikry}dy,$$

which cancels the other two.

At the origin, put $t=(1+y)/2$ and use the beta integral:

$$u'(0)=w(0)=2\int_0^1t^{-i\eta}(1-t)^{i\eta}dt=2\,\Gamma(1-i\eta)\Gamma(1+i\eta)=2|\Gamma(1+i\eta)|^2 .$$

At large $r$ the integrand oscillates rapidly and the two end points dominate. Near $y=1$ put $v=1-y$:

$$e^{ikr}\int_0^\infty e^{-ikrv}\left(\frac v2\right)^{i\eta}dv
=e^{ikr}2^{-i\eta}\,\Gamma(1+i\eta)(ikr)^{-1-i\eta}.$$

Because $|i^{-1-i\eta}|=e^{\pi\eta/2}$, its modulus is $|\Gamma(1+i\eta)|e^{\pi\eta/2}/(kr)$. The end $y=-1$ gives the complex conjugate. Their sum is a real oscillation of twice this modulus, so $u=rw$ has the distant amplitude

$$A=\frac{2|\Gamma(1+i\eta)|e^{\pi\eta/2}}{k}.$$

A free wave of this amplitude, $A\sin kr$, has slope $kA$ at the origin. The density ratio is therefore

$$s=\left[\frac{u'(0)}{kA}\right]^2=e^{-\pi\eta}|\Gamma(1+i\eta)|^2 .$$

The reflection formula gives $|\Gamma(1+i\eta)|^2=i\eta\,\Gamma(i\eta)\Gamma(1-i\eta)=\pi\eta/\sinh\pi\eta$. Hence

$$s=\frac{2\pi\eta\,e^{-\pi\eta}}{e^{\pi\eta}-e^{-\pi\eta}}=\frac{2\pi\eta}{e^{2\pi\eta}-1}.$$

The exponent is a tunnelling action. The classical turning radius is $r_t=2/(ak^2)$, and $r=r_t\sin^2\alpha$ gives

$$2\int_0^{r_t}\sqrt{\frac{2}{ar}-k^2}\,dr=4kr_t\int_0^{\pi/2}\cos^2\alpha\,d\alpha=\pi kr_t=2\pi\eta .$$

A slow carrier has to tunnel from $r_t$ to the core, and tunnelling is thus already contained in $s$.

## 4. The thermal integral

For a nondegenerate gas, let $x=E/kT$ and $\theta=Z^2E_R/kT$, so that $\eta=\sqrt{\theta/x}$. Then

$$\langle s\rangle=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}s\,dx .$$

The factor $2/\sqrt\pi$ makes $\langle1\rangle=1$. The mean depends on $\theta$ alone. In this model a doubly charged defect at temperature $T$ has the same $\langle s\rangle$ as a singly charged one at $T/4$.

Expand the denominator of $s$ as a geometric series:

$$s=2\pi\eta\sum_{n=1}^{\infty}e^{-2\pi n\eta}.$$

Keep $n=1$ first. The $\sqrt x$ of the density of states cancels the $1/\sqrt x$ of $\eta$:

$$\langle s\rangle_1=4\sqrt{\pi\theta}\int_0^\infty e^{-f(x)}dx,\qquad f(x)=x+2\pi\sqrt{\theta/x}.$$

The derivatives are

$$f'=1-\pi\sqrt\theta\,x^{-3/2},\qquad f''=\tfrac32\pi\sqrt\theta\,x^{-5/2}.$$

Since $f''>0$ everywhere, there is one minimum on the path of integration. It is the saddle point, and the real axis is already the path of steepest descent. Setting $f'=0$ gives

$$x_0=(\pi^2\theta)^{1/3},\qquad \pi\sqrt\theta=x_0^{3/2}.$$

The two parts of the exponent are then $x_0$ and $2x_0^{3/2}x_0^{-1/2}=2x_0$. Therefore

$$f(x_0)=3x_0,\qquad f''(x_0)=\frac{3}{2x_0}.$$

One third of the exponent is the thermal cost of the energy and two thirds are the tunnelling cost.

For $x_0\gg1$, replace $f$ by its quadratic expansion and extend the limits to $\pm\infty$. The Gaussian integral is $\sqrt{2\pi/f''}=\sqrt{4\pi x_0/3}$. With $4\sqrt{\pi\theta}=4x_0^{3/2}/\sqrt\pi$,

$$\boxed{\langle s\rangle\simeq\frac{8}{\sqrt3}\,x_0^2\,e^{-3x_0},\qquad x_0=\left(\frac{\pi^2Z^2E_R}{kT}\right)^{1/3}}$$

For $Z=1$ the exponential is $\exp[-3(\pi^2E_R/kT)^{1/3}]$. It gives the leading term of $\ln\langle s\rangle$ as $T\to0$. It does not approximate $\langle s\rangle$ itself, because the prefactor grows as $x_0^2$.

## 5. Corrections and the opposite limit

Put $x=x_0u$, so that $f=x_0g(u)$ with $g=u+2u^{-1/2}$. At $u=1$ the derivatives are

$$g_2=\frac32,\qquad g_3=-\frac{15}{4},\qquad g_4=\frac{105}{8}.$$

Let $u=1+z/\sqrt{x_0g_2}$, where $z$ has unit Gaussian weight. Expand the cubic and quartic parts of the exponential. Odd powers average to zero, while $\langle z^4\rangle=3$ and $\langle z^6\rangle=15$. The relative correction of order $1/x_0$ is

$$\frac1{x_0}\left[\frac{15g_3^2}{72g_2^3}-\frac{3g_4}{24g_2^2}\right]
=\frac1{x_0}\left[\frac{125}{144}-\frac{105}{144}\right]=\frac{5}{36x_0}.$$

The cubic and quartic contributions nearly cancel. This keeps the correction small even when $x_0$ is only about 2.

The $n$th term of the series equals $1/n$ times the first term with $\theta$ replaced by $n^2\theta$, hence with $x_0$ replaced by $n^{2/3}x_0$. At leading order its size relative to the first is

$$n^{1/3}\exp\left[-3x_0(n^{2/3}-1)\right].$$

These terms are exponentially small for large $x_0$.

When $\theta\ll1$, most carriers have $\eta\ll1$ and $s\simeq1-\pi\eta$. Since $\langle x^{-1/2}\rangle=(2/\sqrt\pi)\int_0^\infty e^{-x}dx=2/\sqrt\pi$,

$$\langle s\rangle\simeq1-2\sqrt{\pi\theta}.$$

The repulsion becomes unimportant, but slowly: the formula needs $2\sqrt{\pi\theta}\ll1$. At $\theta=0.01$ it gives 0.65 against the exact 0.70, and at $\theta=0.1$ it is negative while $\langle s\rangle=0.34$. The boxed formula instead tends to zero as $x_0\to0$, so it must not be used there.

An attractive centre is described by changing the sign of $\eta$: $s=2\pi|\eta|/(1-e^{-2\pi|\eta|})$. For $\theta\gg1$ this is close to $2\pi|\eta|$, and $\langle s\rangle\simeq4\sqrt{\pi\theta}$. There is no barrier, hence no saddle and no exponential. This result counts direct capture from free states and leaves out capture through excited bound states.

## 6. Temperature dependence

The integrand of the $n=1$ term peaks at

$$E_0=x_0kT=\left[\pi^2Z^2E_R(kT)^2\right]^{1/3},$$

and its rms width in the Gaussian approximation is $kT/\sqrt{f''}=kT\sqrt{2x_0/3}$. Define an apparent activation energy with $\beta=1/kT$. Since $x_0\propto\beta^{1/3}$, $dx_0/d\beta=x_0/(3\beta)$, and the boxed formula gives

$$E_a=-\frac{d\ln\langle s\rangle}{d\beta}=\left(3-\frac2{x_0}\right)\frac{x_0}{3\beta}=kT\left(x_0-\frac23\right).$$

This energy changes with temperature, so $\langle s\rangle$ does not follow an Arrhenius law.

$E_a$ is also related to the mean energy $\bar E$ of the captured carriers. Up to a constant, $\ln\langle s\rangle$ is $\ln\int\sqrt E\,e^{-\beta E}s\,dE+\frac32\ln\beta$. Differentiation gives $E_a=\bar E-\frac32kT$, hence $\bar E\simeq kT(x_0+\frac56)$. The mean lies above the peak because the distribution has a longer tail towards high energy.

## 7. Numbers for a silicon-like medium

Take $m=0.3$, $\varepsilon=12$ and $Z=1$, round values in the rough range of electrons in silicon. Then $E_R=0.3/(2\times144)$ hartree $=0.02835$ eV, and $a=40$ bohr, or 21.2 Å. At 300 K, $kT=0.02585$ eV and

$$\theta=\frac{0.02835}{0.02585}\simeq1.10,\qquad x_0=(\pi^2\theta)^{1/3}\simeq2.21 .$$

The exponential is $1.31\times10^{-3}$ and the prefactor is 22.6. Their product is 0.0297. The factor $1+5/(36x_0)=1.063$ raises it to 0.0315, and direct quadrature gives 0.0323. The remaining gap is 2.3% of the quadrature value. The omitted terms $n\ge2$ supply slightly more than this, 2.55%, because the corrected $n=1$ estimate is itself about 0.2% too high.

| $T$ (K) | $x_0$ | $e^{-3x_0}$ | boxed formula | quadrature |
|---|---|---|---|---|
| 77 | 3.48 | 0.000029 | 0.00163 | 0.00170 |
| 150 | 2.79 | 0.00023 | 0.0084 | 0.0089 |
| 300 | 2.21 | 0.0013 | 0.030 | 0.032 |
| 600 | 1.76 | 0.0052 | 0.073 | 0.084 |

Relative to quadrature, the boxed formula is 4% low at 77 K and 12% low at 600 K. The bare exponential is too small by a factor of about 25 at 300 K. It also exaggerates the temperature dependence: between 77 and 300 K it rises 45-fold, while $\langle s\rangle$ rises 19-fold. The prefactor falls from 56 to 22.6 over this range, which reduces the 45-fold rise to an 18-fold rise in the boxed formula.

Two further calculations at 300 K do not use the Sommerfeld formula. They rest on the identity

$$\langle s\rangle=\frac{\langle0|e^{-\beta H}|0\rangle}{\langle0|e^{-\beta H_0}|0\rangle},$$

where $|0\rangle$ is the position state at the defect and $H_0$ is the Hamiltonian without repulsion. It holds because both densities are sums over s waves with weight $k^2e^{-\beta E}dk\propto\sqrt E\,e^{-\beta E}dE$, the upper one carrying the extra factor $s$. Diagonalizing the radial Hamiltonian gives 0.0323, and an average over random paths (Part 8) gives 0.0324.

The dominant energy at 300 K is 0.057 eV, with a Gaussian rms width of 0.031 eV. The tail towards high energy makes the true width larger than this. The window is broad, and $C_0$ must be nearly constant across it. The apparent activation energy is 0.041 eV at 300 K and 0.019 eV at 77 K. An Arrhenius fit would thus return an energy that depends on the range fitted.

Choose $C_0=10^{-8}$ cm³/s and a density $N=10^{14}$ cm⁻³ of defects already in the repulsive charge state. Then $C=3.2\times10^{-10}$ cm³/s, and the capture lifetime $1/(NC)$ is 31 µs. Without repulsion it would be 1 µs.

## 8. What the model leaves out

**Screening.** Let mobile carriers change the potential to $Ze^{-r/\lambda}/(\varepsilon r)$, with $\lambda$ the Debye length. For $r\ll\lambda$ the main change is a constant lowering by $Z/(\varepsilon\lambda)$. It multiplies the thermal density at the core by about

$$\exp\left(\frac{Z}{\varepsilon\lambda kT}\right)=\exp\left(\frac{2\theta a}{\lambda}\right).$$

At 300 K and $10^{16}$ carriers per cm³, $\lambda=414$ Å. The estimate is 1.12, and diagonalization with the screened potential also gives 1.12. The same density is not weak screening in the cold: at 77 K, $\lambda=210$ Å, the estimate is 2.4 and the numerical factor is 2.2. At $10^{18}$ cm⁻³, $\lambda=41$ Å is only about $2a$. The estimate, 3.1, is then too crude, and diagonalization gives 2.4. Even that value is rough, since a sphere of radius $\lambda$ holds on average only 0.3 carriers and a smooth screening cloud is doubtful.

**Anisotropic mass.** Divide $e^{-\beta H}$ into many short factors. The kinetic factors are Gaussian kernels with variance proportional to $1/m_i$ along axis $i$. The density ratio thus becomes an average over closed random paths,

$$\langle s\rangle=\left\langle\exp\left[-\beta\int_0^1\frac{Z\,dt}{\varepsilon|\mathbf r(t)|}\right]\right\rangle,\qquad r_i(t)=\sqrt{\frac{\beta}{m_i}}\,b_i(t),$$

where $\mathbf b(t)$ is a standard Brownian path that starts and ends at zero. Raising any $m_i$ draws every path closer to the defect and lowers $\langle s\rangle$. The anisotropic result therefore lies between the isotropic results for the lightest and heaviest masses. For a mass ratio of 5 with the geometric mean held at 0.3, these limits are 0.069 and 0.0037 at 300 K. The path average gives 0.039, which is 1.22 times the isotropic value. This factor depends on temperature: it is 1.49 at 77 K and 1.15 at 600 K. With these masses $\langle s\rangle$ rises about 15.5-fold between 77 and 300 K instead of 19-fold, and the apparent activation energies become 0.017 and 0.039 eV.

**Finite core.** Near the origin $u\simeq r(1+r/a)$, so capture at radius $r_c$ sees a density larger by about $(1+r_c/a)^2$. For $r_c=3$ Å this is 1.30. The thermal calculation with s waves alone gives 1.31 at both 77 and 300 K. With all partial waves the factor is 1.32 to 1.33 at both temperatures. The factor can therefore be absorbed in $C_0$ with little effect on the temperature dependence.

**Degeneracy and field.** With six equivalent valleys, Fermi statistics at $10^{18}$ cm⁻³ and 300 K change $\langle s\rangle$ by 1%. A field of 0.01 MV/cm produces a drop of 0.0021 eV across 21 Å, the turning radius at the dominant energy at 300 K. This is 8% of $kT$, and at fixed carrier temperature it changes $\langle s\rangle$ by only 0.03%. The change grows roughly as the square of the field, to 3% at 0.1 MV/cm and about 25% at 0.3 MV/cm, and at 77 K it is already 3% at 0.01 MV/cm. In lightly doped silicon, however, a steady field of this strength already heats electrons appreciably. If their distribution stays close to Maxwellian, $T$ in the formula is then the carrier temperature. Raising it from 300 to 600 K with $C_0$ fixed multiplies capture by 2.6.

**Beside a real waveguide.** The conduction valleys of silicon have masses of roughly 0.2 and 0.9, and its permittivity is near 12, so when screening is weak the Coulomb part of the example has a realistic size, within the anisotropy factor of 1.2 at 300 K and 1.5 at 77 K. $C_0$ and $N$ are chosen values, not data for a particular defect or waveguide. Among the effects sized above with the carriers held at 300 K, a modulator with about $10^{18}$ injected carriers per cm³, electrons and holes counted together, departs most from the model through screening. The factor 2.4 would shorten the 31 µs lifetime to about 13 µs at fixed $C_0$ and $N$. In operation $N$ need not stay fixed: negative defects attract the injected holes, and capturing them can lower the number of defects in the repulsive state. A singly negative defect made neutral in this way no longer repels electrons, so it can capture the next one faster. Surface and Auger recombination are not included, and neither is any energy dependence of $C_0$. The lifetime is therefore that of one capture channel, not a prediction for a device.

The main values of the worked example are in the numerical output that follows.

## Numbers as computed

```
mass 0.3 m_e, permittivity 12.0, charge 1, valleys 6
effective Rydberg ER = 0.02835 eV
Coulomb length a = 21.17 angstrom
temperature where x0 = 1: 3246 K
T = 77 K: kT = 0.00664 eV, theta = 4.2718, x0 = 3.4805
  dominant energy 0.0231 eV, rms width 0.0101 eV
  bare exponential 2.920e-05, prefactor 55.95
  saddle <s> 1.6336e-03, with 5/(36 x0) 1.6988e-03
  quadrature <s> 1.7017e-03, saddle/quadrature 0.9600
  activation: numerical 0.0188 eV, formula 0.0187 eV
T = 150 K: kT = 0.01293 eV, theta = 2.1929, x0 = 2.7868
  dominant energy 0.0360 eV, rms width 0.0176 eV
  bare exponential 2.340e-04, prefactor 35.87
  saddle <s> 8.3921e-03, with 5/(36 x0) 8.8103e-03
  quadrature <s> 8.8785e-03, saddle/quadrature 0.9452
  activation: numerical 0.0278 eV, formula 0.0274 eV
T = 300 K: kT = 0.02585 eV, theta = 1.0964, x0 = 2.2119
  dominant energy 0.0572 eV, rms width 0.0314 eV
  bare exponential 1.313e-03, prefactor 22.60
  saddle <s> 2.9664e-02, with 5/(36 x0) 3.1527e-02
  quadrature <s> 3.2275e-02, saddle/quadrature 0.9191
  activation: numerical 0.0413 eV, formula 0.0399 eV
T = 600 K: kT = 0.05170 eV, theta = 0.5482, x0 = 1.7556
  dominant energy 0.0908 eV, rms width 0.0559 eV
  bare exponential 5.161e-03, prefactor 14.24
  saddle <s> 7.3462e-02, with 5/(36 x0) 7.9274e-02
  quadrature <s> 8.3799e-02, saddle/quadrature 0.8766
  activation: numerical 0.0607 eV, formula 0.0563 eV
<s>(300 K)/<s>(77 K): quadrature 18.97, bare exponential 44.96
share of terms n >= 2 at 300 K: 0.0255
<s> by diagonalization: 77 K 1.7018e-03, 300 K 3.2274e-02
<s> by random paths, 300 K: 3.2356e-02
core coefficient C0 = 1.0e-08 cm3/s
capture coefficient at 300 K = 3.227e-10 cm3/s
defect density = 1.0e+14 cm-3
lifetime at 300 K: without repulsion 1.00 us, with 31.0 us
Neglected effects at 300 K (factors multiply <s>):
  screening at 1e+16 cm-3: Debye length 414.1 angstrom, factor 1.115
  screening at 1e+18 cm-3: Debye length 41.4 angstrom, factor 2.395
  degeneracy at 1e18 cm-3: Nc = 2.47e+19 cm-3, factor 1.0104
  anisotropy ratio 5: masses 0.175, 0.877 m_e
    factor 1.218; <s> = 3.940e-02
    isotropic limits 3.664e-03 (heavy), 6.925e-02 (light)
  core radius 3.0 angstrom: factor 1.307 (77 K: 1.314)
  turning radius at dominant energy 20.99 angstrom
  field 0.01 MV/cm: drop 0.00210 eV, drop/kT 0.081
```
